\section*{Xenon in relativistic LDA: a radial solver converged to one microhartree}

\section*{Problem}

Construct a radial Dirac--Kohn--Sham solver for closed-shell atoms. Calculate the total energy and all eigenvalues of xenon in the conventions of the NIST relativistic LDA table, with numerical errors below one microhartree, and show how far the conventions themselves matter.

Those conventions are taken to be a point nucleus, relativistic exchange including its transverse part, VWN correlation, and $c=137.0359895$. The tabulated energies are not used or quoted, so the entry-by-entry comparison is left to the reader. Hartree atomic units are used and the rest energy is subtracted.

\section*{Solution}

\subsection*{Radial equations}

Write an orbital as $r^{-1}(P\,\Omega_{\kappa m},\,iQ\,\Omega_{-\kappa m})$, with $\kappa=-(l+1)$ for $j=l+\frac12$ and $\kappa=l$ for $j=l-\frac12$. From $\sigma\cdot p=-i\sigma_r(\partial_r-\sigma\cdot L/r)$, $\sigma\cdot L\,\Omega_\kappa=-(\kappa+1)\Omega_\kappa$ and $\sigma_r\Omega_\kappa=-\Omega_{-\kappa}$,
\[
\sigma\cdot p\,\frac{P}{r}\Omega_\kappa=\frac{i}{r}\Big(P'+\frac{\kappa}{r}P\Big)\Omega_{-\kappa}.
\]
The Dirac equation therefore becomes
\begin{align}
c\,(P'+\kappa P/r)&=(2c^2+\varepsilon-V)\,Q,\label{a}\\
c\,(-Q'+\kappa Q/r)&=(\varepsilon-V)\,P.\label{b}
\end{align}
A filled shell holds $2|\kappa|$ electrons and is spherical. Thus $n=\sum 2|\kappa|(P^2+Q^2)$ is the radial density and $\rho=n/4\pi r^2$. Write $V=(u-Z)/r$, where $u$ describes screening, exchange and correlation.

Near the nucleus $V\to-Z/r$. Inserting $P=ar^\gamma$, $Q=br^\gamma$ gives $c(\gamma+\kappa)a=Zb$ and $c(\kappa-\gamma)b=Za$. Multiplying them yields $\gamma=\sqrt{\kappa^2-Z^2/c^2}$, and the first gives $Q/P=c(\gamma+\kappa)/Z$. This needs $Z<c|\kappa|$.

\subsection*{Eliminating the small component}

Let $D=d/dr+\kappa/r$. Multiply (\ref{b}) by a trial function $\chi$ with $\chi(R)=0$, and integrate from a small $r_0$ to $R$. Integration by parts gives
\[
\int\chi c\Big(-Q'+\frac{\kappa}{r}Q\Big)dr=c\,\chi(r_0)Q(r_0)+\int cQ\,D\chi\,dr.
\]
Substituting $Q=c\,DP/(2c^2+\varepsilon-V)$ from (\ref{a}), and the nuclear ratio at $r_0$, leads to $F_\varepsilon(\chi,P)=0$ with
\begin{equation}
F_\varepsilon(\chi,P)=\int\!\frac{c^2D\chi\,DP}{2c^2+\varepsilon-V}dr+\int(V-\varepsilon)\chi P\,dr+\frac{c^2(\gamma+\kappa)}{Z}\chi(r_0)P(r_0).
\end{equation}
For an attractive potential and $\varepsilon>-2c^2$ the denominator is positive. Differentiating at fixed $P$,
\[
\frac{\partial F_\varepsilon(P,P)}{\partial\varepsilon}=-\int\!\frac{c^2(DP)^2}{(2c^2+\varepsilon-V)^2}dr-\int P^2dr=-\int(P^2+Q^2)\,dr .
\]
In a finite basis the form decreases with $\varepsilon$, so by the min-max principle each of its ordered eigenvalues does too. Each crosses zero at most once. The root of number $k=n_{\rm pr}-l-1$, counted from zero, is the level with principal number $n_{\rm pr}$; states below $-2c^2$ do not enter.

Let $G$ be the matrix of the full norm. Linearizing about $\varepsilon_0$ gives the Newton step $Fx=\delta Gx$, $\varepsilon=\varepsilon_0+\delta$. It is solved as
\[
Gx=\mu(F+sG)x,\qquad \mu=\frac1{\delta+s},\qquad s=Z^2 .
\]
Low levels then have the largest $\mu$, while the very large $\delta$ produced by fine elements near the nucleus sit harmlessly at $\mu\approx0$. The shift must make $F+sG$ positive definite. For xenon $s=2916$, against a bare-nucleus $1s$ binding of about $1520$ hartree. One step per orbital and cycle suffices, starting from $\varepsilon_0=0$.

In $t=\ln r$ the fractional power is the smooth function $e^{\gamma t}$, and $DP=(P_t+\kappa P)/r$, $dr=r\,dt$. Continuous polynomials of degree 10 are used on 23 elements: 5 equal ones in $t$ from $10^{-8}$ to $2\times10^{-4}$ bohr and 18 from there to 40 bohr. Each has 14 Gauss points. With $P(R)=0$ there are 230 unknowns.

\subsection*{Potential}

The field of spherical shells gives
\[
rV_H=\int_0^r n\,ds+r\int_r^\infty\frac{n}{s}\,ds .
\]

For exchange, take the uniform gas with momenta in units of $c$ and $E_p=\sqrt{1+p^2}$. Let $X=E_pE_q-\mathbf p\cdot\mathbf q$. The spin trace of one-photon exchange is $(4-2X)/E_pE_q$ and the propagator denominator is $2(X-1)$. Their quotient is $[1/(X-1)-1]/E_pE_q$. The prefactor $-\frac12\,4\pi/(2\pi)^6$ and the angular volume $8\pi^2$ combine to $-1/4\pi^3$, so the exchange energy per volume is $-k_F^4R/4\pi^3$, where $\beta=k_F/c$ and
\[
\beta^4R=\int_0^\beta\!\!\int_0^\beta\frac{p^2q^2}{E_pE_q}\Big(\frac{L}{pq}-2\Big)dp\,dq,\quad
L=\ln\frac{E_pE_q-1+pq}{E_pE_q-1-pq}.
\]
Put $p=\sinh a$, $q=\sinh b$, $\beta=\sinh\eta$, $m=\cosh\eta=\sqrt{1+\beta^2}$. Then $dp/E_p=da$ and $L=2\ln[\sinh\frac{a+b}2/|\sinh\frac{a-b}2|]$. Since $\int_0^\eta\sinh^2a\,da=g/2$ with $g=\beta m-\eta$, the second term contributes $-g^2/2$.

Call the first term $J(\eta)$. By symmetry $J'=2\sinh\eta\int_0^\eta\sinh b\,L(\eta,b)\,db$. Integrate by parts with $\cosh b-\cosh\eta$ as antiderivative; the boundary terms vanish. Because
\[
\frac{\partial L}{\partial b}=\coth\frac{\eta+b}2+\coth\frac{\eta-b}2=\frac{2\sinh\eta}{\cosh\eta-\cosh b},
\]
the integral is $2\eta\sinh\eta$, so $J'=4\eta\sinh^2\eta$. Now $g'=2\sinh^2\eta$, hence
\[
(\sinh^4\eta-g^2)'=4\sinh^2\eta\,(\beta m-g)=4\eta\sinh^2\eta .
\]
Both functions vanish at $\eta=0$, so $J=\beta^4-g^2$ and
\begin{equation}
R=1-\frac32\frac{g^2}{\beta^4},\qquad \varepsilon_x=-\frac{3k_F}{4\pi}R .
\end{equation}
For small $\beta$, $g\approx\frac23\beta^3$ and $R\approx1-\frac23\beta^2$. For large $\beta$, $R\to-\frac12$: the sign is reversed. The Coulomb part alone cannot do this, since its spin trace $(E_pE_q+\mathbf p\cdot\mathbf q+1)/E_pE_q$ and its denominator $|\mathbf p-\mathbf q|^2$ are both positive; the reversal comes from the transverse part.

The potential is the derivative of the energy density with respect to $\rho=k_F^3/3\pi^2$. Using $dg/d\beta=2\beta^2/m$ and $d\rho/dk_F=k_F^2/\pi^2$,
\[
v_x=-\frac{c}{4\pi}\Big(4\beta-\frac{6g}{m}\Big)=-\frac{k_F}{\pi}\Big[\frac{3\eta}{2\beta m}-\frac12\Big].
\]

For correlation let $x=\sqrt{r_s}$, $r_s=(3/4\pi\rho)^{1/3}$, $Y(x)=x^2+bx+d$, $w=\sqrt{4d-b^2}$, $T=\arctan[w/(2x+b)]$ and $h=bx_0/Y(x_0)$. Then
\begin{align*}
\varepsilon_c&=A\Big\{\ln\frac{x^2}{Y}+\frac{2b}{w}T-h\Big[\ln\frac{(x-x_0)^2}{Y}+\frac{2(b+2x_0)}{w}T\Big]\Big\},\\
\frac{d\varepsilon_c}{dx}&=A\Big\{\frac2x-\frac{2x+2b}{Y}-h\Big[\frac2{x-x_0}-\frac{2x+2b+2x_0}{Y}\Big]\Big\},
\end{align*}
where $w^2+(2x+b)^2=4Y$ gave $T'=-w/2Y$. The parameters are $A=0.0310907$, $b=3.72744$, $d=12.9352$, $x_0=-0.10498$. Since $x\propto\rho^{-1/6}$, $v_c=\varepsilon_c-\frac x6\,d\varepsilon_c/dx$.

\subsection*{Self-consistency and energy}

Start from $u=(Z-1)[1-(1+0.6y)^{-2}]$, $y=rZ^{1/3}/0.8853$. After each cycle form $f=r(V_H+v_{xc})-u$. Anderson mixing sets
\[
u_{\rm new}=u+0.4f-\sum_i\theta_i(\Delta u_i+0.4\,\Delta f_i),
\]
where the $\Delta$'s are differences between successive cycles among the last seven, the current one included, and $\theta$ minimizes a weighted norm of $f-\sum\theta_i\Delta f_i$. Iteration stops when $\int n|f|/r\,dr<5\times10^{-8}$ hartree and no level moved by more than $10^{-3}$ hartree in its last Newton step.

The eigenvalue sum equals the kinetic energy plus $\int nV\,dr$. Removing the screening part and adding the proper interaction energies,
\begin{equation}
E=\sum 2|\kappa|\,\varepsilon-\int\frac{nu}{r}dr+\frac12\int nV_H\,dr+E_{xc}.
\end{equation}

\subsection*{Xenon}

Sixteen cycles are needed at the current value $c=137.035999178$. With the table's $c$, the result is
\[
E=-7433.498065\ \text{hartree}=-202275.787\ \text{eV},
\]
and the eigenvalues in hartree are
\begin{center}
\begin{tabular}{lr@{\qquad}lr}
$1s_{1/2}$&$-1254.713974$&$4s_{1/2}$&$-7.209464$\\
$2s_{1/2}$&$-195.477659$&$4p_{1/2}$&$-5.484117$\\
$2p_{1/2}$&$-183.896903$&$4p_{3/2}$&$-5.032027$\\
$2p_{3/2}$&$-172.083686$&$4d_{3/2}$&$-2.228325$\\
$3s_{1/2}$&$-39.988929$&$4d_{5/2}$&$-2.155148$\\
$3p_{1/2}$&$-35.132640$&$5s_{1/2}$&$-0.731339$\\
$3p_{3/2}$&$-32.888012$&$5p_{1/2}$&$-0.340204$\\
$3d_{3/2}$&$-24.271177$&$5p_{3/2}$&$-0.293849$\\
$3d_{5/2}$&$-23.794336$&&
\end{tabular}
\end{center}

At the current $c$ the kinetic, nuclear, Hartree and exchange-correlation parts add up as
\[
7874.30561-18071.84563+2934.18556-170.14357=-7433.49803 .
\]

\subsection*{How the conventions matter}

The energy is stationary in the normalized orbitals, so only the explicit $c$ in $c\,\alpha\cdot p+(\beta_D-1)c^2$ ($\beta_D$ is the Dirac matrix) and in $E_{xc}$ contributes:
\[
\frac{dE}{dc}=\sum\langle\alpha\cdot p\rangle-4c\sum\!\int Q^2dr+\frac{\partial E_{xc}}{\partial c}\Big|_n=3.24430 ,
\]
where the sums run over electrons. The two values of $c$ differ by $-9.678\times10^{-6}$, which gives $-31.40$ microhartree. Two separate self-consistent energies differ by $-31.397$ microhartree. The $1s$ level moves by $-7$ microhartree. A comparison at microhartree level therefore requires the table's $c$. It also requires the same digits in the VWN parameters. Since $\varepsilon_c\propto A$ and the correlation energy is about $-5.2$ hartree, replacing the rounded $A=0.0310907$ by $(1-\ln2)/\pi^2=0.0310906909$ raises $E$ by about $1.5$ microhartree.

The relativistic factor in exchange raises the energy by $10.81$ hartree on the converged density. To first order, this is the error made by using the nonrelativistic exchange formula.

\subsection*{Numerical accuracy}

The following tests address different parts of the calculation. Those at $Z=54$ are run at the current $c$; the table's $c$ uses the same mesh and stopping rule.
\begin{itemize}
\item Six bare-nucleus levels at $Z=54$ agree with the Sommerfeld formula to $1.7\times10^{-10}$ hartree.
\item The factor $R$ agrees with direct momentum quadrature at three values of $\beta$.
\item Beryllium at $c=10^5$ gives $-14.4472095$ hartree; a separate nonrelativistic Gaussian-basis calculation gives $-14.4472093$.
\item With $\tan\theta=Q/P$, equations (\ref{a}) and (\ref{b}) give $\theta_t=\kappa\sin2\theta+G_1\cos^2\theta-G_2\sin^2\theta$, where $G_1=r(V-\varepsilon)/c$ and $G_2=r(2c^2+\varepsilon-V)/c$. Integrating it inward and outward in the converged potential reproduces five xenon levels to $6.2\times10^{-10}$ hartree.
\item A mesh of 27 elements of degree 11 changes the total by $2.0\times10^{-10}$ and any level by at most $2.0\times10^{-9}$ hartree.
\end{itemize}

A further identity follows from $i[H,\mathbf r\cdot\mathbf p]=c\,\alpha\cdot p-\mathbf r\cdot\nabla V$, whose expectation value vanishes in a bound state: $\sum\langle c\,\alpha\cdot p\rangle=\int n\,rV'dr$. The two sides are $15286.22956$ and $15286.22950$ hartree, a difference of $6\times10^{-5}$ hartree, or $4\times10^{-9}$ of either side; only the second side needs a numerical derivative of $u$, which enters nowhere else in the calculation, and its last digits should not be trusted. The error of the total energy is estimated instead by the mesh comparison, which tests the discretization with the ends $10^{-8}$ and 40 bohr and the stopping rule held fixed.

\subsection*{Nonrelativistic limit and scope}

At $c=10^5$ the total is $-7228.856$ hartree, so relativity lowers it by about $204.64$ hartree. Further digits would not belong to the limit: if the shift scales as $c^{-2}$, about $204.64\,(137.036/10^5)^2\approx4\times10^{-4}$ hartree remains. The spin-orbit pairs have nearly merged, with $2p$ still split by $2\times10^{-5}$ hartree.

Relativity deepens $1s$ by $46.0$ hartree but raises both $3d$ levels, by $0.107$ and $0.584$ hartree. A plausible cause, not isolated here, is stronger screening by contracted inner shells.

The microhartree refers to the solution of this model. It does not measure the error of the LDA, and finite nuclear size and radiative corrections are left out. Open shells would also need a rule for occupations and for the nonspherical density. The complete numerical output follows.

\section*{Computed values}
\begin{verbatim}
exchange factor, beta=0.3: formula 0.94305250 quadrature 0.94305250
exchange factor, beta=1.0: formula 0.57412234 quadrature 0.57412234
exchange factor, beta=3.0: formula -0.08896577 quadrature -0.08896577
largest error of six hydrogenic levels, Z=54: 1.7e-10 hartree
Be nonrelativistic LDA: elements -14.4472095 Gaussians -14.4472093 hartree
c now 137.035999178, c of the tables 137.0359895, large c 100000 a.u.
mesh: r from 1e-08 to 40 bohr, 23 elements, degree 10, 230 unknowns
Xe iterations 16, final residual 3.2e-09 hartree
Xe levels in hartree: c now | c of the tables | nonrelativistic limit
  1s1/2   -1254.713967   -1254.713974   -1208.689070
  2s1/2    -195.477657    -195.477659    -183.327516
  2p1/2    -183.896902    -183.896903    -172.599602
  2p3/2    -172.083686    -172.083686    -172.599582
  3s1/2     -39.988929     -39.988929     -37.415458
  3p1/2     -35.132640     -35.132640     -32.867046
  3p3/2     -32.888012     -32.888012     -32.867042
  3d3/2     -24.271177     -24.271177     -24.378230
  3d5/2     -23.794336     -23.794336     -24.378229
  4s1/2      -7.209464      -7.209464      -6.678341
  4p1/2      -5.484117      -5.484117      -5.063803
  4p3/2      -5.032027      -5.032027      -5.063802
  4d3/2      -2.228325      -2.228325      -2.286666
  4d5/2      -2.155148      -2.155148      -2.286666
  5s1/2      -0.731339      -0.731339      -0.672086
  5p1/2      -0.340204      -0.340204      -0.309835
  5p3/2      -0.293849      -0.293849      -0.309835
Xe total energy, c now: -7433.498034 hartree
Xe total energy, c of the tables: -7433.498065 hartree
Xe total energy, nonrelativistic limit: -7228.856460 hartree
Xe total energy, c of the tables: -202275.787 eV
relativistic lowering (c now): -204.641573 hartree
kinetic without rest energy: 7874.30561 hartree
nuclear attraction: -18071.84563 hartree
Hartree repulsion: 2934.18556 hartree
exchange-correlation: -170.14357 hartree
relativistic exchange correction on this density: 10.81436 hartree
virial: <c alpha.p> 15286.22956, int n r V' 15286.22950 hartree
dE/dc: 3.24430 hartree per a.u. of speed
energy change, c now to tables: SCF -31.397, dE/dc -31.397 microhartree
finer mesh changes: total 2.0e-10, largest level 2.0e-09 hartree
largest shooting difference (1s1/2, 2p1/2, 3d5/2, 5s1/2, 5p3/2): 6.2e-10 hartree
\end{verbatim}
